# Supercell dispersion of a defect level: Γ against the mean-value point, part 1

(Sections cited here and not found follow in the second part.)

**Question.** A plane-wave calculation of an isolated defect places the defect in a periodically repeated supercell, and its bound level turns into a narrow band \(E(\mathbf k)\). Sampling at \(\Gamma\) alone is cheap, because the wavefunctions can be taken real there. In a tight-binding picture of this impurity band, why is \(\Gamma\) the point where the spurious dispersion does the most damage, why does a point that makes the cosines of the first image shell sum to zero remove it, and how far is each statement true?

**Answer.**

### The mechanism

The bound state has a tail that reaches the periodic images of the defect, and an electron can tunnel from one copy to the next. A Bloch state at \(\mathbf k\) is a sum of copies of the bound state with phases \(e^{i\mathbf k\cdot\mathbf R}\), so the level moves by \(\sum_{\mathbf R} t(\mathbf R)\cos(\mathbf k\cdot\mathbf R)\), where \(t(\mathbf R)\) is the tunnelling amplitude to the image at \(\mathbf R\). At \(\Gamma\) every cosine equals one. If all \(t(\mathbf R)\) share a sign, nothing cancels, and the state is the fully bonding combination of all images. Since \(t(\mathbf R)\) falls exponentially with distance, the nearest shell of images dominates once the cell is several decay lengths wide, and a \(\mathbf k\) at which its cosines sum to zero removes the dominant term. The conditions hidden in this picture (the common sign, the tie with the fully antibonding point, the terms of second order in the tunnelling) can be settled in a model where the supercell problem has an exact equation.

### The model and the isolated level

The algebra is in atomic units; numbers are in eV and Å. The host is a simple cubic lattice with spacing \(a\), one orbital per site \(\mathbf r=a(n_1,n_2,n_3)\), and hopping \(-\tau\) with \(\tau>0\) between nearest neighbours. Its Hamiltonian \(H_0\) has the band \(\varepsilon(\mathbf q)=-2\tau\sum_i\cos q_ia\), with bottom \(-6\tau\) at \(\mathbf q=0\). The defect is an on-site attraction \(-U\) on one site, strong enough to bind a level \(E_0=-6\tau-E_b\) with \(E_b>0\). The host band is taken empty, as for a donor under a conduction band, so the error in the band energy is the occupation of the level times the error in the level. The model has independent electrons and a neutral, unrelaxed defect: electrostatic and elastic interactions between images, which decay as powers of the cell size, are absent and are not cured by anything below.

For \(E<-6\tau\) the operator \(H_0-E\) is positive and invertible. Define
\[
g(\mathbf r,E)=\langle \mathbf r|(H_0-E)^{-1}|0\rangle=\int\frac{d^3\theta}{(2\pi)^3}\,\frac{e^{i\mathbf n\cdot\boldsymbol\theta}}{\varepsilon-E},\qquad \theta_i=q_ia\in[-\pi,\pi].
\]
Because \(\varepsilon-E>0\), one may write \(1/(\varepsilon-E)=\int_0^\infty d\beta\,e^{-\beta(\varepsilon-E)}\). The exponential then factorizes over the three directions, and each factor is a modified Bessel function, \(\int\frac{d\theta}{2\pi}e^{in\theta+z\cos\theta}=I_n(z)\). Hence
\[
g(\mathbf r,E)=\int_0^\infty d\beta\;e^{\beta E}\,I_{n_1}(2\tau\beta)\,I_{n_2}(2\tau\beta)\,I_{n_3}(2\tau\beta).\tag{1}
\]
The series \(I_n(z)=\sum_m (z/2)^{2m+|n|}/(m!\,(m+|n|)!)\) has positive terms for \(z>0\). Equation (1) therefore shows that \(g>0\) on every site, that each derivative with respect to \(E\), which brings down a factor \(\beta\), is positive too, and that \(g\) is unchanged when any one \(n_i\) changes sign or the \(n_i\) are permuted.

The isolated state obeys \((H_0-E_0)|\psi\rangle=U|0\rangle\psi(0)\), so \(\psi(\mathbf r)=U\psi(0)\,g(\mathbf r,E_0)\). Setting \(\mathbf r=0\) gives
\[
U\,g(0,E_0)=1.\tag{2}
\]
The norm follows from \(\sum_{\mathbf r}g(\mathbf r,E)^2=\langle0|(H_0-E)^{-2}|0\rangle=\partial_Eg(0,E)\). Writing \(g'\) and \(g''\), without argument, for the first two energy derivatives of \(g(0,E)\) at \(E_0\), the normalized state is \(\psi(\mathbf r)=g(\mathbf r,E_0)/\sqrt{g'}\). It is nodeless.

### The exact supercell equation

The defect is now repeated on \(\mathbf R=La(n_1,n_2,n_3)\). Wave vectors are written \(\mathbf k=\frac{2\pi}{La}(k_1,k_2,k_3)\), so that \(\mathbf k\cdot\mathbf R=2\pi\sum_ik_in_i\), and \(c_i=\cos2\pi k_i\). The eigenvalue equation is \((H_0-E)|\Psi\rangle=U\sum_{\mathbf R}|\mathbf R\rangle\Psi(\mathbf R)\), and the Bloch condition gives \(\Psi(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\Psi(0)\). Applying \((H_0-E)^{-1}\), projecting on site \(0\) and dividing by \(U\Psi(0)\) gives \(1/U=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g(-\mathbf R,E)\). Since \(g\) is even, the sines cancel between \(\mathbf R\) and \(-\mathbf R\):
\[
\frac1U=F_{\mathbf k}(E)\equiv g(0,E)+\Delta_{\mathbf k}(E),\qquad \Delta_{\mathbf k}(E)=\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\,g(\mathbf R,E).\tag{3}
\]
The same function can be evaluated in the plane-wave basis of one cell. The host states with Bloch vector \(\mathbf k\) are the \(L^3\) waves \(\mathbf k+\mathbf G\), each with weight \(1/L^3\) on the defect site, so \(F_{\mathbf k}(E)=L^{-3}\sum_{\mathbf G}[\varepsilon(\mathbf k+\mathbf G)-E]^{-1}\). Below its lowest pole this function rises strictly from \(0\) at \(E\to-\infty\) to \(+\infty\), so it crosses \(1/U\) exactly once. That root is the lowest eigenvalue at \(\mathbf k\), because an eigenvector with \(\Psi(0)=0\) is an eigenvector of \(H_0\) and cannot lie below the lowest pole. It defines the impurity band \(E(\mathbf k)\) and the error \(\delta(\mathbf k)=E(\mathbf k)-E_0\). All the influence of the images is in \(\Delta_{\mathbf k}\).

### \(\Gamma\) is the bottom of the band, exactly

Since \(g>0\) and \(\cos\le1\), equation (3) gives \(\Delta_{\mathbf k}(E)\le\Delta_\Gamma(E)\) and \(\Delta_\Gamma(E)>0\) for all \(E<-6\tau\). At \(E_0\), \(F_\Gamma(E_0)=1/U+\Delta_\Gamma(E_0)>1/U\) by (2); as \(F_\Gamma\) increases with \(E\), its root lies lower, \(E(\Gamma)<E_0\). At \(E=E(\Gamma)\), \(F_{\mathbf k}\le F_\Gamma=1/U\), so the root for \(\mathbf k\) lies at or above \(E(\Gamma)\). For every \(L\),
\[
E(\Gamma)\le E(\mathbf k),\qquad E(\Gamma)<E_0 .
\]
The first inequality needs only that all hoppings are negative. For any Bloch state \(\Psi\), the modulus \(|\Psi|\) is periodic and so is a trial state at \(\Gamma\); each bond obeys \(-\tau|\Psi_1||\Psi_2|\le-\tau\,\mathrm{Re}\,\Psi_1^*\Psi_2\), while norm and on-site terms are unchanged. This fixes the sign of the \(\Gamma\) error, overbinding, and shows that no downward error exceeds it. It says nothing yet about upward errors.

### The tight-binding impurity band

Put \(E=E_0+\delta\) in (3), expand both terms and subtract (2). With \(\Delta\) and \(\Delta'\) taken at \(E_0\),
\[
g'\delta+\tfrac12g''\delta^2+\Delta+\Delta'\delta+\dots=0 .
\]
Count \(\Delta\) and \(\Delta'\) as first order in the image overlap and write \(\delta=\delta_1+\delta_2+\dots\). First order gives \(g'\delta_1+\Delta=0\). Second order gives \(g'\delta_2+\frac12g''\delta_1^2+\Delta'\delta_1=0\), into which \(\delta_1=-\Delta/g'\) is inserted:
\[
\delta_1(\mathbf k)=\sum_{\mathbf R\neq0}t(\mathbf R)\cos(\mathbf k\cdot\mathbf R),\qquad t(\mathbf R)=-\frac{g(\mathbf R,E_0)}{g'},\tag{4}
\]
\[
\delta_2(\mathbf k)=\frac{\Delta\Delta'}{g'^2}-\frac{g''\Delta^2}{2g'^3}=\delta_1^2\left[\frac{\Delta'}{\Delta}-\frac{g''}{2g'}\right].\tag{5}
\]
Using \(\psi(0)\psi(\mathbf R)=g(0)g(\mathbf R)/g'\) and \(Ug(0)=1\), the amplitude is \(t(\mathbf R)=-U\psi(0)\psi(\mathbf R)<0\). This is the hopping integral between copies of the bound state. With \(\psi_{\mathbf R}\) the copy centred on \(\mathbf R\), its own well is absorbed in \(E_0\), so \((H-E_0)|\psi_{\mathbf R}\rangle=-U\sum_{\mathbf R'\ne\mathbf R}|\mathbf R'\rangle\psi(\mathbf R'-\mathbf R)\) and
\[
\langle\psi_0|H-E_0|\psi_{\mathbf R}\rangle=-U\sum_{\mathbf R'\neq\mathbf R}\psi(\mathbf R')\,\psi(\mathbf R'-\mathbf R).
\]
The term \(\mathbf R'=0\) is \(-U\psi(0)\psi(\mathbf R)\); every other term holds two tails and is second order in the overlap. For the nearest shells these terms are exponentially smaller than \(t(\mathbf R)\); for \(\mathbf R=La(2,0,0)\) the term \(\mathbf R'=La(1,0,0)\) has the same exponential order and is smaller only by a power of \(L\) (the omitted terms amount to 16% of \(t(\mathbf R)\) at \(L=6\) for the parameters used below). Equation (4) itself does not depend on this identification. Equation (4) is the tight-binding impurity band described at the start. The triangle inequality gives
\[
|\delta_1(\mathbf k)|\le\sum_{\mathbf R\ne0}|t(\mathbf R)|=|\delta_1(\Gamma)|,
\]
where the equality uses the common sign of all \(t\). To first order in the overlap, and for a nodeless state, \(\Gamma\) has the largest error.

### The sizes of the terms

A one-dimensional integral supplies the decay laws. For \(A>2B>0\), set \(A=2B\cosh\lambda\) and \(z=e^{i\theta}\); then \(A-2B\cos\theta=-B(z-e^{\lambda})(z-e^{-\lambda})/z\) and \(d\theta/2\pi=dz/(2\pi iz)\). The only pole inside the unit circle, for \(m\ge0\), is \(z=e^{-\lambda}\), and its residue gives
\[
\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{e^{im\theta}}{A-2B\cos\theta}=\frac{e^{-m\lambda}}{2B\sinh\lambda}.\tag{6}
\]
Along an axis, do the \(\theta_1\) integral with \(B=\tau\) and \(A=6\tau+E_b-2\tau\cos\theta_2-2\tau\cos\theta_3\). Then \(\cosh\lambda=1+E_b/2\tau+(2-\cos\theta_2-\cos\theta_3)\), smallest at \(\theta_2=\theta_3=0\), where \(\lambda=\kappa a\) with \(\cosh\kappa a=1+E_b/2\tau\). Nearby, \(\lambda\approx\kappa a+(\theta_2^2+\theta_3^2)/(2\sinh\kappa a)\). For large \(n\) the factor \(e^{-n\lambda}\) confines the integral to this region, the Gaussian integral gives \(2\pi\sinh\kappa a/n\), and dividing by \((2\pi)^2\) and by \(2\tau\sinh\kappa a\) leaves
\[
g(n,0,0)\to\frac{e^{-\kappa na}}{4\pi\tau n}.\tag{7}
\]
Along a face diagonal, put \(u=(\theta_1+\theta_2)/2\) and \(v=(\theta_1-\theta_2)/2\), so that \(\cos\theta_1+\cos\theta_2=2\cos u\cos v\) and the phase is \(e^{2inu}\). The periods in \((u,v)\) are generated by \((2\pi,0)\) and \((\pi,\pi)\), so the zone average is an average over \(u\in[-\pi,\pi]\), \(v\in[-\pi/2,\pi/2]\). Equation (6) with \(m=2n\), \(B=2\tau\cos v\) gives \(\cosh\lambda=(6\tau+E_b-2\tau\cos\theta_3)/(4\tau\cos v)\), smallest at \(v=\theta_3=0\), where \(\lambda=\kappa'a\) and \(C'\equiv\cosh\kappa'a=1+E_b/4\tau\). Nearby \(\lambda\approx\kappa'a+(C'v^2/2+\theta_3^2/4)/\sinh\kappa'a\). The two Gaussian integrals of \(e^{-2n\lambda}\) give \(\sqrt{\pi\sinh\kappa'a/(nC')}\) and \(\sqrt{2\pi\sinh\kappa'a/n}\); dividing their product by \(\pi\cdot2\pi\) and by \(4\tau\sinh\kappa'a\),
\[
g(n,n,0)\to\frac{e^{-2\kappa'na}}{4\pi\tau n\sqrt{2C'}}.\tag{8}
\]
With \(y=E_b/2\tau\), \(\cosh2\kappa'a=2(1+y/2)^2-1=1+2y+y^2/2>1+y=\cosh\kappa a\), so \(2\kappa'>\kappa\); and \(\kappa'<\kappa\) because \(1+y/2<1+y\). For weak binding \(2\kappa'\to\sqrt2\,\kappa\), the continuum result; for strong binding \(2\kappa'\) approaches \(2\kappa\) in ratio, because the electron must make \(2n\) hops.

Call \(t_1,\dots,t_4\) the amplitudes of the shells \((100)\), \((110)\), \((111)\), \((200)\). When the first shell dominates \(\Delta\), (7) gives \(\Delta'/\Delta\approx-La\,d\kappa/dE\). Differentiating the definition of \(\kappa\) gives \(a\sinh\kappa a\,d\kappa=dE_b/2\tau=-dE/2\tau\), so
\[
\delta_2\approx\delta_1^2\left[\frac{L}{2\tau\sinh\kappa a}-\frac{g''}{2g'}\right],\tag{9}
\]
whose bracket is positive once \(L>\tau\sinh\kappa a\;g''/g'\); this sign carries over to \(\delta_2\) only where the first shell dominates \(\Delta\). Its meaning is that a level pushed up has a longer tail and is pushed further, while a level pushed down has a shorter tail and is pushed less. For large \(L\), then, \(t_1\sim e^{-\kappa La}\) exceeds \(t_2\sim e^{-2\kappa'La}\), which exceeds both \(\delta_2\) and \(t_4\), of order \(e^{-2\kappa La}\).

### Shell factors and the tie with the zone corner

Because \(t\) is unchanged by reversing one \(n_i\), the phase \(e^{i\mathbf k\cdot\mathbf R}\) may be averaged over the eight sign choices, which turns it into a product:
\[
\sum_{\mathbf R}t(\mathbf R)\cos(\mathbf k\cdot\mathbf R)=\sum_{\mathbf n}t(\mathbf n)\prod_{i=1}^3\cos(2\pi k_in_i).\tag{10}
\]
Counting the members of each shell (two per axis, four per plane, eight corners, two per axis) gives \(\delta_1=\sum_jS_jt_j+\dots\) with
\[
S_1=2\sum_ic_i,\quad S_2=4\sum_{i<j}c_ic_j,\quad S_3=8c_1c_2c_3,\quad S_4=2\sum_i\cos4\pi k_i .
\]
Four points matter: \(\Gamma\), the corner \(R=(\frac12,\frac12,\frac12)\), \(P=(\frac12,\frac14,0)\) and \(Q=(\frac14,\frac14,\frac14)\).

| point | \(S_1\) | \(S_2\) | \(S_3\) | \(S_4\) |
|---|---|---|---|---|
| \(\Gamma\) | 6 | 12 | 8 | 6 |
| \(R\) | −6 | 12 | −8 | 6 |
| \(P\) | 0 | −4 | 0 | 2 |
| \(Q\) | 0 | 0 | 0 | −6 |

In the first shell \(\Gamma\) and \(R\) have errors of equal size and opposite sign. The tie is broken by two competing terms: \(12t_2<0\) deepens the \(\Gamma\) error and reduces the \(R\) error, while \(\delta_2>0\) does the reverse. For any \(\mathbf k\) with an upward error the first-order margin is
\[
|\delta_1(\Gamma)|-\delta_1(\mathbf k)=\sum_{\mathbf R\ne0}|t(\mathbf R)|\,[1+\cos(\mathbf k\cdot\mathbf R)]\ \ge\ |t_2|\,(12+S_2)\ \ge\ 8|t_2| .
\]
The first inequality drops non-negative terms. The second holds because \(S_2\) is linear in each \(c_i\), so its minimum on the cube \(|c_i|\le1\) is at a vertex, where it is \(12\) or \(-4\). Since \(|t_2|\) outlasts \(\delta_2\), \(\Gamma\) has the largest \(|\delta|\) in the whole zone for large enough \(L\): downward errors are covered by the exact theorem and upward ones by this margin. At finite \(L\) the order is not guaranteed and has to be computed. It does reverse when the cell is only about one decay length wide, the situation of a shallow level: for \(\tau=1\) eV and \(U=4.2\) eV (\(E_b=0.032\) eV, \(\kappa a\approx0.18\)) the largest upward error is \(1.28\) times \(|\delta(\Gamma)|\) at \(L=4\), \(1.07\) times at \(L=6\), and \(0.93\) times at \(L=8\). For strong binding the two errors are nearly tied: for \(U=10\) eV the same ratio lies between \(0.95\) and \(0.999\) for \(L\) from \(2\) to \(8\).

### What a zero of the first shell buys

The condition \(S_1=0\) defines a surface in the zone. On it the \(e^{-\kappa La}\) term is gone, and so is the leading part of \(\delta_2\), since (5) is quadratic in the same \(\Delta\). The next shell survives almost everywhere on it. Since \(\left(\sum_ic_i\right)^2=\sum_ic_i^2+S_2/2\), the condition \(S_1=0\) gives \(S_2=-2\sum_ic_i^2\); at \(P\) this is \(-4\), and \(\delta\approx-4t_2=4|t_2|\). Hence \(S_1=S_2=0\) requires every \(c_i=0\), that is \(k_i=\pm\frac14\), and \(S_3=0\) then follows. The point \(Q\) and its mirror images are the only solution; they form the shifted \(2\times2\times2\) Monkhorst–Pack set, the mean-value point of the simple cubic lattice.

At \(Q\) far more than three shells vanish. Equation (10) holds for \(g\) at any energy, and \(\cos(\pi n/2)\) is zero for odd \(n\) and \((-1)^m\) for \(n=2m\). Therefore
\[
\Delta_Q^{(L)}(E)=\sum_{\mathbf m\ne0}(-1)^{m_1+m_2+m_3}\,g(2La\,\mathbf m,E).
\]
A cell of side \(2L\) sampled at its corner has \(\cos(2\pi\cdot\frac12m)=(-1)^m\) and images at \(2La\,\mathbf m\), which is the same sum. The two secular equations (3) coincide, and when the level stays below \(-6\tau\),
\[
E_L(Q)=E_{2L}(R)\quad\text{exactly},\qquad \delta(Q)\approx-6t_4=\frac{6\,g(2L,0,0)}{g'}>0.\tag{11}
\]
One complex point gives the level of a cell with eight times the volume, at that cell's antibonding corner. The exact identity relies on the defect acting on a single site and on the three mirrors. The remainder is of order \(e^{-2\kappa La}\), with its own \(\delta_2\) of order \(e^{-4\kappa La}\). From (7), \(|\delta(\Gamma)/\delta(Q)|\to g(L,0,0)/g(2L,0,0)=2e^{\kappa La}\). If the defect lacks the mirrors, \(t(1,1,0)\ne t(1,-1,0)\) and the single point \(Q\), where these have cosines \(-1\) and \(+1\), no longer cancels the second shell. Averaging over the eight sign choices of \(\mathbf k\) (four, using time reversal) again produces the product of cosines and restores the first-order cancellation.

In this model \(\Gamma\) is always the bottom of the impurity band and, for large enough cells, the point of largest error, while \(Q\) cancels the first three shells and gives the level of a doubled cell at its corner. It remains to compare \(Q\) with a dense mesh, to weigh the loss of real wavefunctions, to show where \(\Gamma\) is not the worst point, and to test the results numerically.
